# Inverse-Square Accumulation Layers in an Exponential Density of States

## The profile in a half-space

Doubling the charge on the gate of a model organic transistor multiplies the carrier density at the gate interface by 4.00, but the density 20 nm away from it by only 1.06. These two factors come from a numerical integration of Poisson's equation for a thick, undoped semiconductor, in the limit of a very weakly filled tail of localized states. With $10^{21}$ states per cm³, a typical number, the first factor is about 2% lower. Temperature, permittivity and density of states were the same in both runs. The added charge evidently settles close to the gate, and the distant density approaches a value that the gate no longer controls. That value falls as the inverse square of the distance, and its size depends on two properties of the semiconductor: its permittivity and the energy width of its tail.

The semiconductor fills the half-space $x>0$, with the gate insulator at $x<0$. The algebra is in atomic units, in which the elementary charge, the electron mass, $\hbar$ and $4\pi\varepsilon_0$ are all one. The semiconductor has relative permittivity $\kappa$. Its localized states have the density

$$g(E)=\frac{N}{\theta_0}\,e^{E/\theta_0},\qquad E\le 0,\qquad \theta_0=kT_0 .$$

Here $E$ is the energy of a carrier measured from the edge of the tail, and $T_0$ is the width of the tail expressed as a temperature. Integrating $g$ from $-\infty$ to 0 gives $N$, so $N$ is the number of states per volume. Each state is taken to hold at most one carrier.

Carrier energies are used instead of electron energies so that one set of signs serves electrons and holes alike. In equilibrium, with no current along the channel, the Fermi level is the same everywhere, while the tail edge shifts with the electrostatic energy $U(x)$ of a carrier. Let $\mu(x)$ be the Fermi level measured from the local tail edge. It equals a constant minus $U(x)$. Carriers are drawn to the gate, so $U$ rises and $\mu$ falls with increasing $x$. The quantity

$$F(x)=-\frac{d\mu}{dx}=\frac{dU}{dx}\ge 0$$

is therefore the magnitude of the force that pulls a carrier towards the gate.

The density follows from the Fermi function. Write $\theta=kT$, $a=T/T_0$ and $\eta=-\mu/\theta$. The number $\eta$ is positive when the Fermi level lies below the tail edge. Then

$$n=\frac{N}{\theta_0}\int_{-\infty}^{0}\frac{e^{E/\theta_0}}{1+e^{(E-\mu)/\theta}}\,dE .$$

Substitute $E=\mu+\theta v$. The differential gives a factor $\theta$, which turns $N/\theta_0$ into $Na$. The exponential becomes $e^{\mu/\theta_0}e^{av}$, and the upper limit $E=0$ becomes $v=\eta$:

$$n=Na\,e^{\mu/\theta_0}\int_{-\infty}^{\eta}\frac{e^{av}}{1+e^{v}}\,dv .$$

For $T<T_0$, that is $0<a<1$, the integrand decays at both ends. When the Fermi level is far below the edge, the upper limit may be replaced by infinity to leading order. The complete integral,

$$I=\int_{-\infty}^{\infty}\frac{e^{av}}{1+e^{v}}\,dv ,$$

is found by closing the path with the line $v+2\pi i$. On that line the denominator is unchanged and the numerator gains the factor $e^{2\pi ia}$. The line is traversed backwards, so the closed path gives $(1-e^{2\pi ia})I$; the distant vertical sides contribute nothing. Inside lies one pole, at $v=i\pi$, where the derivative of the denominator is $e^{i\pi}=-1$. The residue is thus $-e^{i\pi a}$, and

$$I=\frac{-2\pi i\,e^{i\pi a}}{1-e^{2\pi ia}}
=\frac{-2\pi i}{e^{-i\pi a}-e^{i\pi a}}=\frac{\pi}{\sin\pi a}.$$

The part wrongly added above $v=\eta$ must be subtracted. There $e^v$ is large, so $1/(1+e^v)=e^{-v}-e^{-2v}+\dots$, and the first term gives

$$\int_\eta^\infty e^{-(1-a)v}\,dv=\frac{e^{-(1-a)\eta}}{1-a}.$$

Multiplying both parts by $a\,e^{\mu/\theta_0}=a\,e^{-a\eta}$ yields

$$\frac nN=\frac{\pi a}{\sin\pi a}\,e^{-a\eta}-\frac{a}{1-a}\,e^{-\eta}+O(e^{-2\eta}).$$

The second term, relative to the first, has the magnitude

$$r=\frac{\sin\pi a}{\pi(1-a)}\,e^{-(1-a)\eta}.$$

A partially filled tail must here mean a weakly filled one, with $r\ll1$. In that regime

$$n=C\,e^{\mu/\theta_0},\qquad C=\frac{N\pi a}{\sin\pi a}.$$

The energy in the exponent is the tail width $\theta_0$ and not the thermal energy $\theta$. The reason lies in the integrand, which shows where the carriers sit. It is largest where $a=e^v/(1+e^v)$, or $e^v=a/(1-a)$, which is a fixed number of thermal energies from the Fermi level. Moving the Fermi level up carries this group of occupied states into a region where the tail is denser, and the density of states grows as $e^{E/\theta_0}$.

For $T>T_0$ the integrand grows with $v$ instead of decaying, and the upper limit dominates. The integral is then about $e^{(a-1)\eta}/(a-1)$, so that $n\approx Na\,e^{\mu/\theta}/(a-1)$. The carriers gather near the tail edge and obey the Boltzmann law. Quadrature over the states at very low filling confirms both regimes: the slope of $\ln n$ against $\mu/\theta$ is 0.6667 for $T/T_0=2/3$ and 1.0000 for $T/T_0=4/3$. What follows needs nothing but the exponential form, so for $T$ well above $T_0$ it holds with $\theta_0$ replaced by $\theta$. Close to $T=T_0$ the two terms are of similar size, and neither pure exponential is adequate.

Poisson's equation supplies the second relation between $n$ and $\mu$. For holes the charge density is $+n$ and the carrier energy is the potential $\phi$ itself, so $U''=\phi''=-4\pi n/\kappa$. For electrons the charge density is $-n$ and the energy is $-\phi$; the two sign changes cancel, and $U''$ is the same. Since $\mu$ is a constant minus $U$,

$$\frac{d^2\mu}{dx^2}=\frac{4\pi}{\kappa}\,n .$$

This is a mean-field equation. Each carrier feels the smooth average charge of the others, and that charge depends on $x$ alone.

Multiply by $d\mu/dx$. The left side becomes the derivative of $\tfrac12(d\mu/dx)^2=\tfrac12F^2$. Integrate from $x$ to infinity, where the field vanishes and, in the absence of doping, the density vanishes too, so that $\mu\to-\infty$:

$$-\frac{F^2}{2}=\frac{4\pi}{\kappa}\int_{\mu(x)}^{-\infty}n\,d\mu .$$

Reversing the limits removes the minus sign:

$$\frac{\kappa F^2}{8\pi}=\int_{-\infty}^{\mu(x)}n\,d\mu .$$

This first integral holds for any density of states within the mean-field model. The left side is the electrostatic energy per volume. At constant temperature $n\,d\mu$ is the change in the pressure of the carriers, so the relation balances the pull of the field against that pressure. For the exponential law the integral is $\theta_0Ce^{\mu/\theta_0}=\theta_0n$, hence

$$F=\left(\frac{8\pi\theta_0 n}{\kappa}\right)^{1/2}.$$

The positive root is the right one because $F\ge0$. Differentiating $n=Ce^{\mu/\theta_0}$ gives $dn/dx=(n/\theta_0)\,d\mu/dx=-nF/\theta_0$. It is convenient to follow $n^{-1/2}$:

$$\frac{d}{dx}n^{-1/2}=-\frac12n^{-3/2}\frac{dn}{dx}
=\frac{F}{2\theta_0n^{1/2}}
=\frac{1}{2\theta_0}\left(\frac{8\pi\theta_0}{\kappa}\right)^{1/2}
=\left(\frac{2\pi}{\kappa\theta_0}\right)^{1/2}.$$

The right side is constant, so $n^{-1/2}$ grows linearly with distance. Let $x_0$ denote the integration constant, expressed as a length. Then

$$n(x)=\frac{A}{(x+x_0)^2},\qquad A=\frac{\kappa\theta_0}{2\pi}.$$

The charge on the gate fixes $x_0$. If $\sigma$ carriers are induced per area,

$$\sigma=\int_0^\infty\frac{A\,dx}{(x+x_0)^2}=\frac{A}{x_0},
\qquad x_0=\frac{\kappa\theta_0}{2\pi\sigma}.$$

Integrating $dF/dx=-4\pi n/\kappa$ over the half-space gives the force at the interface, $F_s=4\pi\sigma/\kappa$, and therefore also $x_0=2\theta_0/F_s$. The force and the Fermi level inside the layer are

$$F(x)=\frac{2\theta_0}{x+x_0},\qquad
\mu(x)=\mu(0)-2\theta_0\ln\left(1+\frac{x}{x_0}\right).$$

As a check, the second derivative of this $\mu$ is $2\theta_0/(x+x_0)^2$, and $4\pi n/\kappa=4\pi A/[\kappa(x+x_0)^2]$ is the same expression.

Neither $N$ nor $T$ appears in the profile. Both enter through the factor $C$, and a change of $C$ can be absorbed by a shift of $\mu$, which leaves Poisson's equation as it was. With the gate charge held fixed and in the limit of very low filling, the numerical density at 10 nm is the same at 200 K and at 300 K to within one part in $10^4$. At a finite filling a dependence on temperature remains. It is small well below $T_0$ and grows as $T$ approaches $T_0$.

The decay is a pure inverse square in $x+x_0$. In terms of the distance $x$ itself, the logarithmic slope is

$$\frac{d\ln n}{d\ln x}=-\frac{2x}{x+x_0}.$$

It equals $-1$ at $x=x_0$ and reaches $-1.9$ at $x=19x_0$. The bare law $A/x^2$ is thus the limit $x\gg x_0$, and it is approached slowly. In that limit $x_0$, and with it the gate charge, drops out.

The opening numbers now follow. The surface density is $n(0)=A/x_0^2=\sigma^2/A$, which quadruples when $\sigma$ doubles. In the example $x_0=1.193$ nm. Doubling the charge halves it to 0.597 nm, and the density at 20 nm grows by the factor $(21.193/20.597)^2=1.059$.

The fraction of the charge within a distance $x$ of the interface is

$$\frac1\sigma\int_0^x n\,dx'=x_0\left(\frac1{x_0}-\frac1{x+x_0}\right)=\frac{x}{x+x_0}.$$

Half the carriers lie within $x_0$ and nine tenths within $9x_0$. The mean distance, by contrast, does not exist in a half-space. Up to a depth $X$, the integral of $xn/\sigma$ is

$$x_0\left[\ln\left(1+\frac{X}{x_0}\right)-\frac{X}{X+x_0}\right],$$

which grows without limit as $X$ increases. The length $x_0$ is therefore a median depth. A mean depth acquires a value when the back of a film ends the tail. In a doped layer, screening gives a finite mean depth to the carriers in excess of the background.

## Films, doping and a transistor

The results carried over are these. In a weakly filled exponential tail of width $\theta_0=kT_0$, at $T<T_0$, the density is $n=Ce^{\mu/\theta_0}$, where $\mu$ is the Fermi level measured from the local tail edge. With $F=-d\mu/dx$, Poisson's equation is $\mu''=4\pi n/\kappa$ in atomic units. An undoped half-space holding $\sigma$ carriers per area has $n=A/(x+x_0)^2$, with $A=\kappa\theta_0/2\pi$ and $x_0=A/\sigma=2\theta_0/F_s$, where $F_s$ is the force at the interface. The ratio $a$ is $T/T_0$, and $r$ is the relative reduction of the filling caused by the finite top of the tail.

The example is an amorphous organic film on silicon dioxide, with rough typical parameters: $T_0=450$ K, $T=300$ K, $\kappa=3$, $10^{21}$ states per cm³ and a film 50 nm thick. A voltage of 10 V across 200 nm of oxide gives an oxide field of 0.50 MV/cm. With no fixed charge at the interface, the product of permittivity and field is continuous, so the field in the film is $(3.9/3.0)\times0.50=0.65$ MV/cm. This pulls a carrier with $F_s=0.0650$ eV/nm. With $\theta_0=0.0388$ eV,

$$x_0=\frac{2\times0.0388}{0.0650}\ \text{nm}\approx1.19\ \text{nm},$$

or 22.5 bohr. The induced density is $1.078\times10^{12}$ cm⁻², and dividing it by $x_0$ gives a surface density of $9.0\times10^{18}$ cm⁻³. The prefactor is $A=\sigma x_0=0.0129$ nm⁻¹, or $6.80\times10^{-4}$ bohr⁻¹. At 10 nm the half-space law gives $0.01286/11.193^2=1.03\times10^{-4}$ nm⁻³, which is $1.03\times10^{17}$ cm⁻³.

A film ends at some thickness $d$. If no charge lies behind it, the field vanishes there while the density keeps a finite value $n_d$. The first integral, now taken from $x$ to $d$, reads

$$\frac{\kappa F^2}{8\pi}=\theta_0(n-n_d).$$

Set $n=n_d\sec^2u$ with $u\ge0$ and $u(d)=0$. Because $\sec^2u-1=\tan^2u$ and $8\pi\theta_0/\kappa=4\theta_0^2/A$,

$$F=2\theta_0q\tan u,\qquad q^2=\frac{n_d}{A}.$$

The logarithmic derivative of $n$ is $2\tan u\,(du/dx)$, and it must equal $-F/\theta_0=-2q\tan u$. Hence $du/dx=-q$, and

$$n(x)=\frac{Aq^2}{\cos^2[q(d-x)]},\qquad q\tan(qd)=\frac{F_s}{2\theta_0}=\frac1{x_0}.$$

The relevant root has $0<qd<\pi/2$, so that the density stays finite across the film. To compare with the half-space, write the boundary condition as $qd=\pi/2-\arctan(qx_0)$. The cosine then becomes $\sin[qx+\arctan(qx_0)]$. For $d\gg x_0$ the product $qx_0$ is small and the arctangent is nearly its argument. With $1/\sin^2z=1/z^2+1/3+\dots$ this gives, for $x\gg x_0$ and $q(x+x_0)$ small,

$$n(x)\approx\frac{A}{(x+x_0)^2}\left[1+\frac{q^2(x+x_0)^2}{3}\right].$$

At the interface itself the first integral gives $n(0)=A/x_0^2+n_d$, so there the relative correction is $q^2x_0^2$.

In the example $q=0.0307$ nm⁻¹. The correction is about 0.1% at the interface and 4% at 10 nm. At the back, $qd\approx\pi/2-qx_0$ gives $q\approx\pi/[2(d+x_0)]$, and

$$n_d\approx\frac{\pi^2}{4}\,\frac{A}{(d+x_0)^2}.$$

If image forces are left out, the back of the film therefore holds about 2.47 times the density that the half-space law assigns to that depth: $1.21\times10^{16}$ instead of $4.9\times10^{15}$ cm⁻³. The half-space would keep a fraction $x_0/(d+x_0)=2.3\%$ of its carriers beyond 50 nm. In the film these carriers must be housed in front of the back surface.

The same correction accounts for a small deviation in the numerical exponent. Between 2 and 50 nm, in a layer 1000 nm thick at very low filling, the exponent of $x+x_0$ comes out as $-1.9992$ instead of $-2$. For that layer $q\approx\pi/(2\times1001)=0.00157$ nm⁻¹, so the density at 50 nm is raised by $(0.00157\times51.2)^2/3=0.0022$. Divided by $\ln(51.19/3.19)=2.78$, this changes the exponent by 0.0008, as found.

Doping ends the inverse-square region in another way. Let a uniform fixed charge compensate a carrier density $n_b$, so that the undisturbed semiconductor is neutral. Poisson's equation becomes $\mu''=4\pi(n-n_b)/\kappa$. With $n=n_be^w$, so that $\mu''=\theta_0w''$,

$$\frac{d^2w}{dx^2}=\frac{e^w-1}{\lambda^2},\qquad
\lambda=\left(\frac{\kappa\theta_0}{4\pi n_b}\right)^{1/2}.$$

Where $w$ is large, the one may be dropped, and the equation of the undoped layer returns. Where $w$ is small, $e^w-1\approx w$, and the solution that vanishes at infinity is proportional to $e^{-x/\lambda}$. Since $A=2\lambda^2n_b$, the half-space law falls to the background density at $x+x_0=\sqrt2\,\lambda$. The inverse-square law thus requires $x\ll\lambda$.

For $n_b=10^{16}$ cm⁻³ the length $\lambda$ is 25 nm. With the gate charge held fixed, a numerical solution for a thick doped layer exceeds the undoped half-space law by 5% at 5 nm and by 41% at 20 nm. Simply adding the background to the undoped density at 20 nm, $2.86\times10^{16}$ cm⁻³, would give 35%. At this doping a 50 nm film has no wide interval in which the bare law $1/x^2$ could be read off. The law asks for $x\gg1.2$ nm and $x\ll25$ nm, and the slope reaches $-1.9$ only at $19x_0\approx23$ nm, even in an undoped half-space.

The finite number of states matters most at the interface, where the Fermi level is highest. There $\mu=-0.215$ eV, so $\eta=0.215/0.0259=8.3$. With $a=2/3$,

$$r=\frac{\sin(2\pi/3)}{\pi/3}\,e^{-8.3/3}\approx0.05 .$$

Quadrature over the states likewise gives a filling 5% below the exponential law at this Fermi level. Yet the surface density falls by only 1.8% relative to the film formula. The first integral explains the difference. The gate fixes the field, and with it the pressure $P=\int n\,d\mu$, while $\mu$ adjusts. Integrating the two terms of the filling separately multiplies the first by $\theta_0$ and the second by $\theta=a\theta_0$. With $n_1$ for the first term,

$$n=n_1(1-r),\qquad P=\theta_0n_1(1-ar).$$

Eliminating $n_1$ gives, to first order in $r$,

$$n\approx\frac{P}{\theta_0}\,[1-(1-a)r].$$

Here $(1-a)r=0.05/3\approx0.017$, close to the computed reduction. The total charge is fixed, so the carriers missing near the gate appear deeper in the film, where the density is slightly raised.

The jump in permittivity at the oxide has a larger effect. A carrier at distance $z$ from an insulator of permittivity $\kappa_i$ has an image of relative strength $-(\kappa_i-\kappa)/(\kappa_i+\kappa)$ at distance $2z$ from itself. The image forms only as the carrier is brought in, which gives the interaction energy a factor one half. For $\kappa_i>\kappa$ the carrier energy is therefore lowered by

$$W(z)=\frac{\kappa_i-\kappa}{\kappa_i+\kappa}\,\frac1{4\kappa z}.$$

Define the length $l=1/(\kappa\theta_0)$, at which two carriers repel each other with the energy $\theta_0$. It is 12.4 nm here, so $1/\kappa$ corresponds to $l\theta_0=0.480$ eV nm. If the first sites lie half a site spacing, 0.5 nm, from the oxide, then

$$W=\frac{0.9}{6.9}\times\frac{0.480}{4\times0.5}\ \text{eV}=0.031\ \text{eV}.$$

This is comparable with $\theta_0$. At a fixed Fermi level it would multiply the density by $e^{0.031/0.0388}\approx2.2$. With the gate charge fixed and Poisson's equation solved again, the surface density rises by 45%, and the density at 5 nm falls by 10%. Both changes depend on where the first sites are placed, and the estimate ignores the screening of the image by other carriers. It also leaves out the back of the film. With air behind it, the permittivity drops there from 3 to 1, and the same formula raises the energy of a carrier 0.5 nm from that surface by 0.12 eV, about three times $\theta_0$. The densities given for the back face therefore assume a material of similar permittivity behind the film.

The length $l$ also measures how far mean field can be trusted. Most carriers lie in a layer much thinner than the distance between them, so their spacing is the one along the interface, about $\sigma^{-1/2}=9.6$ nm. In a uniform medium of permittivity $\kappa$, the mutual energy of two carriers at that distance, relative to $\theta_0$, is

$$l\,\sigma^{1/2}=\frac{12.4}{9.6}\approx1.3 .$$

For carriers close to the oxide, its polarization reduces this by the factor $2\kappa/(\kappa+\kappa_i)=0.87$, to about 1.1. The repulsion between neighbours near the gate is thus comparable with $\theta_0$, and a smooth average charge is a doubtful description there. The familiar estimate $n^{-1/3}$ for the spacing needs a density that changes little over that distance. With $n=A/(x+x_0)^2$ this requires $x+x_0\gg1/A=78$ nm, which is deeper than the film. The measure $ln^{1/3}$ in the numerical output uses that estimate and gives 2.6 at the interface, about twice the value found from the true spacing. The calculation puts no number on the resulting error, so the densities near the gate are indicative values.

The form of the distant profile is less exposed to this. Suppose that mean field and weak filling hold beyond some plane $x_1$ in an undoped half-space, and that $\sigma_1$ carriers per area lie beyond it. The derivation can then start at $x_1$ and gives

$$n(x)=\frac{A}{(x-x_1+A/\sigma_1)^2},\qquad x>x_1 .$$

Whatever happens nearer the gate, and acts only there, enters through one number, a shift of the offset. The prefactor and the exponent remain. The image force at the oxide is not of that kind, because $W$ falls only as $1/z$ and reaches beyond any $x_1$. Unscreened, with $W/\theta_0=b/z$ and $b=0.40$ nm, it makes the effective offset creep upward by about $b/3$ for each factor $e$ in depth: 1.5 nm at 5 nm, 1.7 nm at 20 nm and 2.0 nm at 100 nm. The leading term $A/x^2$ survives, but the offset is then no longer a constant. This presumes that the charge in front of $x_1$ acts as a uniform sheet. The carriers in it are about $\sigma^{-1/2}=9.6$ nm apart, so uniformity is a reasonable assumption only at depths greater than that.

Set beside a real transistor, the example is a moderate case. A permittivity near 3, a tail a few hundred kelvin wide and a film some tens of nanometres thick are ordinary for such devices, though the numbers are rough. The oxide field is about 5% of a rough breakdown field of 10 MV/cm. The film drops 0.26 V, small beside the 10 V across the oxide. Real films have discrete molecular sites, and a spacing of 1 nm is almost as large as $x_0$. The fraction $1/(1+1.19)=46\%$ of the charge within the first nanometre is then more meaningful than a density at a point. With discrete layers 1 nm apart, the first of them 0.5 nm from the oxide, the first layer holds 44% of the charge without the image force and 53% with it. The exponential tail is itself an approximation, needed here over a range wider than the 0.26 eV between the Fermi levels at the two faces, because the occupied states spread to both sides of each level. Of the omissions whose size was computed, the image force at the oxide moves the density at the gate interface most: by 45% as a point value in the continuum, and by about 20% as the charge of the first discrete layer. Doping moves the density at 20 nm by 41%.

A higher gate voltage makes the conditions harsher. At 40 V across the same oxide, with all else unchanged, $x_0$ would be 0.3 nm, below the site spacing. The formula would put $1.4\times10^{20}$ carriers per cm³ at the interface, 14% of all states. There $r$ is about 0.2. At fixed gate charge the error in the surface density is smaller, as explained above: the formula overstates it by a little under 10%. The numerical output below gives the profile at further depths for the half-space, the film, the full filling and the image force.

## Computed results

```
Tail temperature T0 = 450 K; temperature = 300 K
Tail width k*T0 = 0.0388 eV; k*T = 0.0259 eV
Permittivity: film 3.0, oxide 3.9
Density of tail states = 1.0e+21 cm^-3
Film = 50 nm; oxide = 200 nm
Voltage across oxide = 10 V
Oxide field = 0.500 MV/cm
Induced carriers = 1.078e+12 cm^-2
Induced charge = 0.1727 uC/cm2
Film field at interface = 0.650 MV/cm
Prefactor A = 0.01286 nm^-1 = 6.8042e-04 bohr^-1
Offset x0 = 1.193 nm = 22.55 bohr
Half-space surface density = 9.032e+18 cm^-3
Depth nm | half-space | film law | full filling | with image, cm^-3
    0  9.032e+18  9.044e+18  8.883e+18  1.288e+19
    1  2.673e+18  2.679e+18  2.684e+18  2.488e+18
    2  1.261e+18  1.266e+18  1.274e+18  1.134e+18
    5  3.352e+17  3.394e+17  3.420e+17  3.083e+17
   10  1.026e+17  1.068e+17  1.074e+17  9.976e+16
   20  2.863e+16  3.303e+16  3.317e+16  3.168e+16
   50  4.906e+15  1.211e+16  1.214e+16  1.180e+16
Numerical exponent in (x+x0), 2 to 50 nm = -1.9992
Numerical charge fraction within x0 = 0.5000
Double gate charge: surface density times 4.000
Double gate charge: density at 20 nm times 1.0587
Density at 10 nm, 200 K over 300 K = 0.99999
Slope d ln n/d(mu/kT): T/T0=2/3 0.6667, 4/3 1.0000
Back density over half-space law, 1000 nm = 2.4674
Film wave number q = 0.03068 nm^-1
Filled fraction at interface = 0.00888
Full filling over exponential law there = 0.9485
Fermi level at interface = -0.2154 eV; at back = -0.4731 eV
Voltage dropped in film = 0.258 V
Site spacing = 1.00 nm
Image lowering at first site = 0.0313 eV
Image effect: surface density times 1.450
Doping = 1.0e+16 cm^-3; lambda = 25.36 nm
Doped tail decay rate times lambda = 1.0010
Doped over undoped half-space at 5 nm = 1.054
Doped over undoped half-space at 20 nm = 1.410
Coupling length l = 12.38 nm
Correlation measure l*n^(1/3) at 0 nm = 2.578
Correlation measure l*n^(1/3) at 20 nm = 0.379
Oxide field over rough breakdown = 0.050
```
